Logarithmic Autocorrelation from Relaxation Times Distributed as 1/τ, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

### Definitions and conventions

Let x(t) be a stationary fluctuation with zero mean. Its autocorrelation, variance and normalized autocorrelation are

C(t) = ⟨x(s) x(s+t)⟩,  σ² = C(0),  ρ(t) = C(t)/σ².

Angle brackets denote the average over the stationary ensemble. Because x is stationary, C does not depend on s. Putting s − t in place of s gives C(−t) = C(t), so it is enough to treat t ≥ 0.

The two cutoff times satisfy 0 < τ₁ < τ₂, and

L = ln(τ₂/τ₁).

All logarithms are natural. Two integrals are used throughout, both for x > 0:

E₁(x) = ∫ₓ^∞ (e^(−u)/u) du,

Ein(x) = ∫₀ˣ ((1 − e^(−u))/u) du.

The first is the exponential integral. It diverges as x → 0 because of the factor 1/u. The second stays finite there because its integrand tends to 1. Euler's constant is

γ = lim (Hₙ − ln n) for n → ∞,  Hₙ = 1 + 1/2 + … + 1/n,

with the value γ = 0.577216.

### Assumptions

**A1.** The fluctuation is a sum over many independent two-state fluctuators,

x(t) = Σᵢ aᵢ [nᵢ(t) − fᵢ],

where nᵢ is 0 or 1, fᵢ is its mean and aᵢ is a fixed amplitude. Each fluctuator jumps between its two states with constant rates.

**A2.** The share of σ² carried by fluctuators with relaxation times between τ and τ + dτ is p(τ) dτ, where

p(τ) = 1/(Lτ) for τ₁ < τ < τ₂, and p(τ) = 0 elsewhere.

This is normalized, since ∫ dτ/τ between the cutoffs equals ln(τ₂/τ₁) = L. Equivalently, the variance is spread evenly over ln τ: every decade of relaxation time inside the cutoffs carries the same share, ln 10/L.

Assumption A2 concerns shares of the variance. It agrees with a statement about the number of fluctuators when the mean squared contribution of a fluctuator does not depend on its relaxation time.

### Lemma 1: one fluctuator

Let a fluctuator pass from 0 to 1 at the rate c and from 1 to 0 at the rate e. Put Γ = c + e and f = c/Γ. Then, for t ≥ 0,

⟨n(0)n(t)⟩ − f² = f(1 − f) e^(−Γt).

*Proof.* Let P(t) be the probability of state 1. It gains from state 0 and loses from state 1:

dP/dt = c(1 − P) − eP = c − (c + e)P = Γ(f − P).

The difference P − f therefore obeys d(P − f)/dt = −Γ(P − f), and

P(t) = f + [P(0) − f] e^(−Γt).

The stationary probability is f. The product n(0)n(t) is nonzero only if the fluctuator is in state 1 at both times. The probability of state 1 at time 0 is f, and given this start, P(0) = 1. Hence

⟨n(0)n(t)⟩ = f [f + (1 − f) e^(−Γt)] = f² + f(1 − f) e^(−Γt).

Subtracting f² proves the claim. ∎

The relaxation time is τ = 1/Γ, the inverse of the sum of the two rates. It is neither the mean time spent in state 1 nor the mean time spent in state 0; these are 1/e and 1/c.

For the sum in A1, the cross terms between different fluctuators vanish because they are independent and each bracket has zero mean. So

C(t) = Σᵢ aᵢ² fᵢ(1 − fᵢ) e^(−t/τᵢ).

At t = 0 the same sum gives σ². Grouping its terms by relaxation time and using A2 gives

ρ(t) = ∫ p(τ) e^(−t/τ) dτ = (1/L) ∫ e^(−t/τ) dτ/τ,  (1)

with the last integral taken from τ₁ to τ₂. Replacing the sum by an integral is the meaning of "many" in A1. The scatter left by a finite number is computed in Part II.

### Theorem

Under A1 and A2 the following hold.

**(a)** For t > 0,

C(t) = (σ²/L) [E₁(t/τ₂) − E₁(t/τ₁)],

and C(t) → σ² as t → 0.

**(b)** For t > 0,

C(t) = (σ²/L) [ln(τ₂/t) − γ + R(t)],

−(τ₁/t) e^(−t/τ₁) < R(t) < t/τ₂.

Thus R is small, and the decay is logarithmic, when τ₁ ≪ t ≪ τ₂.

**(c)** The logarithmic slope is

dC/d(ln t) = −(σ²/L) [e^(−t/τ₂) − e^(−t/τ₁)].

**(d)** The logarithm fails at both ends. For t ≪ τ₁ the decay is linear,

C(t) ≈ σ² [1 − (t/L)(1/τ₁ − 1/τ₂)],

and for t ≫ τ₂, with τ₂ well above τ₁, it is nearly exponential,

C(t) ≈ (σ²/L)(τ₂/t) e^(−t/τ₂).

### Proof of (a)

In equation (1), fix t > 0 and substitute u = t/τ. Then τ = t/u and dτ = −(t/u²) du, so

dτ/τ = −(t/u²)(u/t) du = −du/u.

The lower limit τ₁ becomes u = t/τ₁, and the upper limit τ₂ becomes u = t/τ₂, which is smaller. The minus sign is used to put the limits in increasing order:

Lρ(t) = ∫ (e^(−u)/u) du from t/τ₂ to t/τ₁.

An integral between two points is the integral from the first point to infinity minus that from the second point to infinity. Therefore

Lρ(t) = E₁(t/τ₂) − E₁(t/τ₁).

At t = 0 each exponential integral diverges, so the value there must be taken as a limit. In (1) the exponential lies between e^(−t/τ₁) and e^(−t/τ₂), and p is normalized. Hence

e^(−t/τ₁) ≤ ρ(t) ≤ e^(−t/τ₂).

Both bounds tend to 1 as t → 0, and so does ρ. ∎

### Lemma 2: the exponential integral at small argument

For x > 0,

E₁(x) = −γ − ln x + Ein(x).

*Proof.* Split the integral at u = 1, with the usual sign convention if x > 1:

E₁(x) = ∫ₓ¹ (e^(−u)/u) du + E₁(1).

Write e^(−u)/u = 1/u − (1 − e^(−u))/u. The first piece integrates to −ln x, and the second to −[Ein(1) − Ein(x)]. Thus

E₁(x) = −ln x + Ein(x) − G,  G = Ein(1) − E₁(1).

It remains to show that G = γ. For a positive integer n consider

Jₙ = ∫₀ⁿ {[1 − (1 − u/n)ⁿ]/u} du.

Substitute v = 1 − u/n, so that u = n(1 − v) and du = −n dv. The limits 0 and n become 1 and 0, and the minus sign restores their order:

Jₙ = ∫₀¹ [(1 − vⁿ)/(1 − v)] dv = ∫₀¹ (1 + v + … + vⁿ⁻¹) dv = Hₙ.

Splitting Jₙ at u = 1 instead gives

Hₙ = ∫₀¹ {[1 − (1 − u/n)ⁿ]/u} du + ln n − ∫₁ⁿ [(1 − u/n)ⁿ/u] du.

Now move ln n to the left and let n grow. At fixed u, (1 − u/n)ⁿ tends to e^(−u). In the first integral, Bernoulli's inequality (1 − u/n)ⁿ ≥ 1 − u keeps the integrand between 0 and 1. In the second, 1 − s ≤ e^(−s) keeps the integrand between 0 and e^(−u)/u, which is integrable from 1 to infinity. Dominated convergence therefore allows the limit to be taken inside both integrals:

γ = Ein(1) − E₁(1) = G. ∎

### Proof of (b)

Apply Lemma 2 to the first exponential integral in (a) and leave the second as it is:

Lρ(t) = −γ − ln(t/τ₂) + Ein(t/τ₂) − E₁(t/τ₁).

Since −ln(t/τ₂) = ln(τ₂/t), this is the stated form with

R(t) = Ein(t/τ₂) − E₁(t/τ₁).

For u > 0 we have 0 < 1 − e^(−u) < u. Dividing by u and integrating from 0 to x gives

0 < Ein(x) < x.

In E₁(y) the factor 1/u is smaller than 1/y everywhere beyond the lower limit, so

0 < E₁(y) < (1/y) ∫ e^(−u) du = e^(−y)/y,

where the integral runs from y to infinity. With x = t/τ₂ and y = t/τ₁, the greatest possible R is below t/τ₂, and the least is above −(τ₁/t)e^(−t/τ₁). ∎

**Remark on the kind of error.** The quantity R/L is the error of the logarithmic law relative to the total variance. The error relative to C(t) itself is R/(Lρ), which is larger. The logarithmic expression vanishes at t = τ₂e^(−γ) ≈ 0.56 τ₂ and is negative afterwards, whereas (1) shows that ρ is positive at every t. The law must therefore be abandoned before t reaches τ₂. The leading correction near that end follows from the power series of the exponential:

Ein(x) = ∫₀ˣ (1 − u/2 + …) du = x − x²/4 + ….

**Meaning of γ.** At time t, fluctuators with τ much shorter than t have lost their memory and those with τ much longer have kept it. If the boundary were sharp at τ = t, the surviving share would be ln(τ₂/t)/L. The boundary is in fact gradual, and

ln(τ₂/t) − γ = ln[τ₂/(t e^γ)].

The result is the same as for a sharp boundary at τ = t e^γ ≈ 1.78 t.

### Proof of (c)

From its definition, dE₁(x)/dx = −e^(−x)/x. With x = t/τ and d/d(ln t) = t d/dt,

d E₁(t/τ)/d(ln t) = t (1/τ) [−e^(−t/τ)/(t/τ)] = −e^(−t/τ).

Subtracting this result for τ₁ from that for τ₂ and multiplying by σ²/L proves (c). ∎

Inside the window the bracket in (c) is close to 1, and the autocorrelation loses the fraction ln 10/L of the variance in every decade of time. This loss is the inverse of the number of decades between the cutoffs. The bracket falls short of 1 by

(1 − e^(−t/τ₂)) + e^(−t/τ₁) < t/τ₂ + e^(−t/τ₁).

To keep the shortfall below 1 %, it is sufficient that each term on the right be below 0.005, which means t < 0.005 τ₂ and t > 5.3 τ₁. These two conditions are compatible when τ₂/τ₁ exceeds about 1060. Cutoffs only one or two decades apart give no such region.

**Remark on other distributions.** Let the variance share per unit of s = ln τ be a general function g(s). Then ρ(t) = ∫ g(s) exp(−t e^(−s)) ds, and differentiation gives

−dρ/d(ln t) = ∫ g(s) K(ln t − s) ds,  K(w) = e^w exp(−e^w).  (2)

The substitution v = e^w shows that ∫K dw = ∫₀^∞ e^(−v) dv = 1. The local slope is thus an average of g over relaxation times near t. A constant g over many decades produces the logarithm, and a slowly varying g produces a slowly varying slope.

### Proof of (d)

For y ≥ 0, 1 − y ≤ e^(−y) ≤ 1 − y + y²/2. Put y = t/τ and average with p. The mean of 1/τ is

(1/L) ∫ dτ/τ² = (1/L)(1/τ₁ − 1/τ₂),

which gives the linear law. The error is at most (t²/2) times the mean of 1/τ², that is, (t²/4L)(1/τ₁² − 1/τ₂²), and it is small beside the linear term when t ≪ τ₁.

For long times, put u = x + v in the definition of E₁:

x eˣ E₁(x) = ∫₀^∞ e^(−v)/(1 + v/x) dv.

The weight e^(−v) is normalized and has mean v = 1. The function 1/(1 + v/x) is convex in v, so its mean exceeds its value at the mean. It is also below 1 for v > 0. Hence

x/(x + 1) < x eˣ E₁(x) < 1.

For x = t/τ₂ ≫ 1 this gives E₁(t/τ₂) ≈ (τ₂/t)e^(−t/τ₂). The other term, E₁(t/τ₁), is below (τ₁/t)e^(−t/τ₁), which is negligible beside it. ∎

## Part II. Spectrum, oxide traps and a worked example

### Results taken from Part I

The cutoffs are τ₁ and τ₂, with L = ln(τ₂/τ₁). The variance is σ², the autocorrelation is C(t) = σ²ρ(t), and the variance share per relaxation time is p(τ) = 1/(Lτ). Part I proved that

ρ(t) = [E₁(t/τ₂) − E₁(t/τ₁)]/L ≈ [ln(τ₂/t) − γ]/L for τ₁ ≪ t ≪ τ₂,

where E₁ is the exponential integral and γ = 0.577216. A single two-state fluctuator with mean occupation f has covariance f(1 − f)e^(−t/τ), where 1/τ is the sum of its two rates.

### Corollary: the spectrum

Define the one-sided spectrum, for f_r > 0, by

S(f_r) = 4 ∫₀^∞ C(t) cos(ωt) dt,  ω = 2πf_r.

The frequency is written f_r to distinguish it from the occupation f. With this convention the integral of S over positive frequencies is σ². Then

S(f_r) = [4σ²/(Lω)] [arctan(ωτ₂) − arctan(ωτ₁)],

and S ≈ σ²/(L f_r) for 1/τ₂ ≪ ω ≪ 1/τ₁.

*Proof.* For one relaxation time,

∫₀^∞ e^(−t/τ) cos(ωt) dt = Re [1/(1/τ − iω)] = τ/(1 + ω²τ²).

The double integral over t and τ converges absolutely, so the order may be exchanged. The factor τ cancels the 1/τ in p:

S = (4σ²/L) ∫ dτ/(1 + ω²τ²),

taken from τ₁ to τ₂. The antiderivative is arctan(ωτ)/ω, which gives the formula. Inside the window the difference of arctangents tends to π/2, and

[4σ²/(L·2πf_r)] (π/2) = σ²/(L f_r). ∎

The logarithm in time and the 1/f spectrum are two views of the same even spread of variance over ln τ. For ω ≪ 1/τ₂ the arctangents equal their arguments and the spectrum is flat, S ≈ 4σ²(τ₂ − τ₁)/L. For ω ≫ 1/τ₁ it falls as 1/ω².

### Proposition: a tunnelling model that gives 1/τ

Consider electron traps in the oxide at depth z from the silicon, with 0 < z < d. The assumptions are as follows.

**B1.** Traps are independent and uniformly distributed in depth. Their density N_t per volume and energy is constant over several kT around the Fermi level.

**B2.** Electrons are exchanged elastically with the silicon through a barrier of constant height φ above the electron energy.

This part has proved that a variance spread evenly over ln τ gives a logarithmic autocorrelation and a 1/f spectrum between the cutoffs. What remains is the last assumption of the tunnelling model, the proof that the model gives this distribution, and a worked transistor example with its corrections.
